# Trapezoidal Ringing and Backward Euler Damping in a Stiff RC Ladder

A wire is driven through a 200 Ω resistor by a 0.7 V step. Integrated with the trapezoidal rule at a step of 5 ps, the node next to the driver reaches 0.963 V after one step, although nothing in the circuit supplies more than 0.7 V. The voltage then alternates about its final value, and the alternation stays above 1% of the step until 780 ps. The signal needs only 21 ps to reach half height at the far end. Backward Euler with the same step shows no alternation.

## The ladder

The wire has total resistance $R$ and capacitance $C_w$. It is cut into $N$ equal pi-sections with $r=R/N$ and $c=C_w/N$. Nodes run from 0 at the driver to $N$ at the receiver. The node capacitances are $C_0=c/2$, $C_j=c$ inside, and $C_N=c/2+C_L$. The source is connected to node 0 through $R_d$. Voltages are fractions of the step height, and all nodes start at zero. Kirchhoff's current law gives

$$C\dot v=-Gv+g\,u(t),\qquad g=(1/R_d,0,\dots,0)^T,$$

with $C$ diagonal and $u=1$ for $t>0$. The matrix $G$ is symmetric and positive definite, because

$$v^TGv=\frac{v_0^2}{R_d}+\sum_{j=0}^{N-1}\frac{(v_j-v_{j+1})^2}{r}$$

vanishes only for $v=0$. If every node is at 1, no current flows between nodes, so $G\mathbf 1=g$. The final state is therefore $v=\mathbf 1$, and the deviation $e=v-\mathbf 1$ obeys $C\dot e=-Ge$ with $e(0)=-\mathbf 1$.

Take the modes $Gx_k=\lambda_kCx_k$ with $x_k^TCx_l=\delta_{kl}$; all $\lambda_k$ are positive. The vector $\mathbf 1$ contains mode $k$ with coefficient $a_k=x_k^TC\mathbf 1$. Transposing the mode equation gives $x_k^TC=x_k^TG/\lambda_k$, hence

$$a_k=\frac{x_k^TG\mathbf 1}{\lambda_k}=\frac{x_k^Tg}{\lambda_k}=\frac{x_{0k}}{R_d\lambda_k}.$$

The solution of the ladder is

$$v_j(t)=1-\sum_k w_{jk}e^{-\lambda_kt},\qquad w_{jk}=\frac{x_{jk}x_{0k}}{R_d\lambda_k}.$$

At the driver node the weights are $x_{0k}^2/(R_d\lambda_k)$. None is negative, and they sum to 1 because $v_0(0)=0$. Errors of the stiff modes therefore add at this node when their signs agree.

## Two integration rules

Let $\theta=1/2$ denote the trapezoidal rule and $\theta=1$ backward Euler. With $u=1$ at both ends of each step, including $u(0^+)=1$ in the first,

$$(C+\theta hG)v_{n+1}=[C-(1-\theta)hG]v_n+hg.$$

Insert $v=\mathbf 1+e$. The constant parts cancel because $G\mathbf 1=g$. For one mode, with $z=\lambda h$, what remains is $(1+\theta z)e_{n+1}=[1-(1-\theta)z]e_n$. The factors per step are

$$R_T=\frac{1-z/2}{1+z/2},\qquad R_B=\frac1{1+z}.$$

They replace $e^{-z}$ in the modal sum. Both have magnitude below 1 for every $z>0$, so both rules are stable. Stability does not settle the sign: $R_T$ is negative for $z>2$, while $R_B$ stays positive.

The limit of large $z$ has a simple circuit reading. The capacitor current is then negligible in the discrete equation. The trapezoidal rule asks that the average of the old and new resistor currents vanish, which gives $e_{n+1}\approx-e_n$. Backward Euler asks that the new current vanish, which gives $e_{n+1}\approx0$.

## How long the ringing lasts

For $z>2$,

$$|R_T|=\frac{z-2}{z+2}=\frac{1-2/z}{1+2/z},\qquad -\ln|R_T|=2\,\mathrm{artanh}\frac2z=\frac4z+\frac{16}{3z^3}+\dots$$

The number of steps for a fall to $1/e$ of the initial value is the inverse of this logarithm:

$$n_e=\frac1{2\,\mathrm{artanh}(2/z)}\approx\frac z4,\qquad n_eh\approx\frac{\lambda h^2}4.$$

The mode should vanish in a time $1/\lambda$, yet the numerical time grows with $\lambda$. Halving $h$ shortens the ringing time fourfold as long as $z$ stays large. Near the threshold the behaviour is mild: at $z=2$ the factor is zero, and at $z=4$ it is $-1/3$, so the alternation is gone in a few steps. A slowly damped alternation needs $z\gg2$.

## The stiffest mode sits at the driver

Inside the ladder the mode equation is $(2x_j-x_{j-1}-x_{j+1})/r=\lambda cx_j$. Try $x_j=(-q)^jx_0$ with $0<q<1$, which alternates and decays away from the driver. It gives

$$\lambda rc=2+q+\frac1q.$$

At node 0 the equation is $(1/R_d+1/r)x_0-x_1/r=\lambda(c/2)x_0$. Multiply by $2r/x_0$, use $x_1=-qx_0$ and define $\rho=r/R_d$:

$$2\rho+2+2q=\lambda rc=2+q+\frac1q\quad\Rightarrow\quad\frac1q-q=2\rho.$$

Since $(1/q+q)^2=(1/q-q)^2+4$, we have $1/q+q=2s$ with $s=\sqrt{1+\rho^2}$. Therefore

$$\lambda_{\max}=\frac{2(1+s)}{rc}.$$

Wave-like modes have $\lambda rc=2-2\cos\phi\le4$, which lies below this value. The result holds for a ladder long enough that $q^{2N}\ll1$.

The normalization sums a geometric series:

$$1=cx_0^2\left(\frac12+\frac{q^2}{1-q^2}\right)=\frac{cx_0^2}2\,\frac{1+q^2}{1-q^2}.$$

Dividing numerator and denominator by $q$ gives $(1-q^2)/(1+q^2)=2\rho/(2s)$, so $x_0^2=2\rho/(cs)$. The driver-node weight is

$$w_0=\frac{x_0^2}{R_d\lambda_{\max}}=\frac{2\rho}{cs}\,\frac{rc}{2R_d(1+s)}=\frac{\rho^2}{s(1+s)}.$$

Refining the ladder lowers $r$ and $c$ as $1/N$. Once $\rho\ll1$, the largest rate grows as $N^2$, while the weight of this one mode falls as $1/N^2$.

## When a waveform must be monotone

For backward Euler, $d_n=\mathbf 1-v_n$ obeys $d_{n+1}=Bd_n$ with $B=(C+hG)^{-1}C$. Write $C+hG=D-F$, with $D$ its positive diagonal and $F\ge0$. The row sums $(C+hG)\mathbf 1=C\mathbf 1+hg$ are positive, so each row of $D^{-1}F$ sums to less than 1. The series $\sum_m(D^{-1}F)^mD^{-1}$ then converges to the inverse and has no negative entry, so $B\ge0$. Also $(C+hG)\mathbf 1\ge C\mathbf 1$, and applying the inverse gives $B\mathbf 1\le\mathbf 1$. Hence

$$0\le d_{n+1}=B^n(B\mathbf 1)\le B^n\mathbf 1=d_n.$$

Every node rises monotonically and stays at or below 1, for any $h$.

The trapezoidal matrix is $(C+hG/2)^{-1}(C-hG/2)$. Its second factor has no negative entry if $h\le2C_j/G_{jj}$ for all $j$. The Rayleigh quotient of a vector supported on node $j$ gives $\lambda_{\max}\ge G_{jj}/C_j$, so $h\le2/\lambda_{\max}$ is enough. The argument then runs as before, because $(C-hG/2)\mathbf 1\le(C+hG/2)\mathbf 1$. This condition is sufficient; a larger step may still give an acceptable waveform where the stiff modes have little weight.

## Starting the trapezoidal rule

The alternation has to be excited, so the first step matters. Let $y$ be a mode amplitude that should rise from 0 to 1.

If the source is entered as $u(0)=0$ and $u(h)=1$, the first step is $(1+z/2)y_1=z/2$, so

$$y_1-1=-\frac1{1+z/2}.$$

This is one backward Euler step of length $h/2$. The deviation of a stiff mode is cut to about $2/z$ of its initial value, but the waveform is late. For small $z$ the logarithm of the factor is $-z/2+z^2/8$ instead of $-z$, which is a delay of $h/2$ and a first-order error.

Two backward Euler steps of length $h/2$ cover the full first interval. Their factor is

$$\frac1{(1+z/2)^2}=\exp\left(-z+\frac{z^2}4-\dots\right).$$

For large $z$ this is about $4/z^2$. For small $z$ the error $z^2/4$ enters once and does not accumulate, so second order survives. In later steps $\ln R_T=-z-z^3/12-\dots$, which over $t/h$ steps gives an exponent error of $-\lambda^3h^2t/12$. Backward Euler throughout has $\ln R_B=-z+z^2/2-\dots$ and accumulates $\lambda^2ht/2$, which is first order.

The half-steps use the matrix $C+(h/2)G$, which the trapezoidal rule needs anyway:

```
K = factor(C + (h/2) G)            # tridiagonal
v = 0
repeat 2 times:                    # damped start, ends at t = h
    v = solve(K, C v + (h/2) g)
for n = 1 to M-1:
    v = solve(K, (C - (h/2) G) v + h g)
```

One factorization serves the whole run. Factorization, storage and each step cost of order $N$ operations or numbers. For a varying source, $hg$ becomes $(h/2)g(u_n+u_{n+1})$. A later jump of the source excites the same modes, so it should fall on a step boundary and be followed by two new half-steps. A change of $h$ requires a new factorization.

## A 100 µm line

The line is 40 nm wide and 80 nm thick, with resistivity 5 µΩ cm, or 50 Ω nm. Its resistance is $50\times10^5/(40\times80)=1562.5$ Ω. At 0.2 fF/µm its capacitance is 20 fF, and the load is 5 fF. Twenty sections give $r=78.1$ Ω, $c=1$ fF and $rc=0.0781$ ps.

With $\rho=78.1/200=0.391$ and $s=1.074$, the largest rate is $2\times2.074/0.0781=53.1$ ps⁻¹. At $h=5$ ps this is $z=265$. The trapezoidal factor is $-0.985$ and the backward Euler factor 0.0038. The e-fold takes $265/4=66$ steps, or 332 ps; at $h=2.5$ ps it takes 83 ps. A monotone trapezoidal waveform is guaranteed up to $h=2/\lambda_{\max}=0.038$ ps, and by the node condition up to $2C_0/G_{00}=0.056$ ps. These are safe bounds; direct marching stays monotone up to about 0.10 ps.

The stiffest mode carries $0.391^2/(1.074\times2.074)=0.069$ of the step at the driver. Numerical diagonalization shows that 20 of the 21 modes have $z>2$ and together carry 0.815 there. The remaining mode has $z=0.21$ and a positive factor. If the other 20 were relaxed beforehand, the driver voltage would rise monotonically at the same $h$; the stiff modes are thus the cause of the alternation.

Driver-node voltages, as fractions of the step, are listed below. The exact column is the modal sum for this ladder.

| $n$ | exact | trapezoidal | backward Euler | damped start |
|---|---|---|---|---|
| 1 | 0.828 | 1.375 | 0.758 | 0.796 |
| 2 | 0.876 | 0.434 | 0.852 | 0.884 |
| 3 | 0.901 | 1.293 | 0.889 | 0.897 |
| 20 | 0.997 | 0.841 | 0.996 | 0.997 |
| 21 | 0.998 | 1.149 | 0.997 | 0.998 |

The first trapezoidal value follows from $(C+hG/2)v_1=hg$, whose right side is twice that of a backward Euler step of length $h/2$. That step gives 0.688, below the ladder value 0.766 at 2.5 ps, and it is doubled to 1.375, or 0.963 V. The computed driver current is then $(1-1.375)\times0.7/200=-1.3$ mA, flowing back into the supply, where the ladder solution gives $+0.6$ mA. Supply current and driver power are therefore unusable at such samples.

The far end shows little of the fault: the largest trapezoidal error there is 0.018 of the step, against 0.55 at the driver node after the first step. The stiffest mode alone has a far-end weight of about $10^{-6}$. The exact half-height delay is 21.29 ps. Linear interpolation between the 5 ps samples gives 21.33 ps for the plain trapezoidal rule, 21.57 ps for the damped start and 23.46 ps for backward Euler, which is 10% late. Interpolating the exact samples already gives 21.39 ps, so differences of 0.1 ps are within the interpolation error. The largest far-end errors are 0.018, 0.019 and 0.042 of the step. The damped start lowers the largest driver-node error from 0.55 to 0.03 of the step; at this $h$ it does not improve the far end.

The orders appear once the step resolves the signal. When $h$ is halved from 0.2 to 0.1 ps, the largest far-end error between 10 and 100 ps falls by 4.00 for the trapezoidal rule, 4.00 with the damped start and 2.00 for backward Euler. With $u(0)=0$ it falls by 2.01, or by 4.04 if the result is compared with the exact waveform delayed by $h/2$.

A waveform $a+b(-1)^n$ has $|v_{n+1}-2v_n+v_{n-1}|/4=|b|$, which serves as a ringing detector. At step 60 its largest value over all nodes is $5.8\times10^{-2}$ for the plain start, $6\times10^{-4}$ with $u(0)=0$ and $8\times10^{-6}$ with the damped start.

## Beside a real line

The resistivity, capacitance and driver strength are rough values for a narrow copper line with a strong repeater. Two idealizations enlarge the ringing. A real input has a finite rise time: for a linear ramp over two steps, here 10 ps, the source averages are 1/4, 3/4 and then 1, and two applications of the rule leave $y_2-1=-1/(1+z/2)^2$. That is the damping of the two half-steps, and the detector at step 60 again reads $8\times10^{-6}$. This much damping needs a ramp that spans an even number of steps. The rule follows a linear ramp with the exact lag, so a ramp over $m$ steps leaves $y_m-1=-(1-R_T^m)/(mz)$. For large $z$ this is about $-4/z^2$ for even $m$ but $-2/(mz)$ for odd $m$. Ramps of 5, 12 and 15 ps give readings of $6\times10^{-4}$, $1\times10^{-4}$ and $2\times10^{-4}$, still far below the ideal step. A driver output capacitance of 5 fF, with the ideal step and the plain start kept, lowers the reading at step 60 from $5.8\times10^{-2}$ to $2\times10^{-3}$, although the first step still overshoots to 1.08 of the final value. The fastest ladder time, 0.019 ps, is also shorter than $L/R=0.032$ ps for a rough inductance of 0.5 pH/µm, so the stiffest modes are not faithful wire physics. Including the inductance turns most of them into damped oscillations but does not cure the plain start: the first step reaches 1.378 and the alternation stays above 1% until 1280 ps.

For the delay, the largest omission considered is switching neighbours. Suppose 60% of the capacitance couples to them and they carry the same waveform as the line, either direct or inverted. Then opposite switching raises the total to 1.6 times its value and the delay to 30.2 ps; switching together lowers them to 0.4 times and 12.3 ps. Each of the following is changed alone:

- A line 80 K hotter, at a rough 0.007 µΩ cm/K, gives 23.3 ps.
- The 5 fF driver output capacitance gives 22.3 ps.
- A driver current $I_m\tanh[(1-v_0)/(R_dI_m)]$, with $I_m=0.5/R_d$ in the scaled voltage and integrated by an implicit Runge–Kutta method, gives 21.6 ps.
- Series inductance in every section, solved with a matrix exponential, moves the delay by about 0.003 ps.

Eighty sections instead of twenty change the delay by about 0.001 ps but raise the largest $z$ to 4106. The stiff modes together still carry 0.815 of the step at the driver, and the first-step overshoot stays near 1.38. The alternation stays above 1% until 285, 780, 2120 and 5455 ps for 10, 20, 40 and 80 sections, so its duration is set by the mesh and the step, not by the wire. For this line, refinement beyond twenty sections adds stiffness and ringing and almost nothing to the delay.
